# Why the time series for a released delta-well particle stays frozen: a program that tests the result

```python
"""
Release of a particle from a delta well: formal time series versus truth.

Result under test: psi0 = sqrt(kappa) exp(-kappa |x|) evolves freely for t > 0.
The series sum_n (-i H t/hbar)^n psi0 / n!, evaluated pointwise at x != 0,
converges to a state with frozen density, while the true density spreads.
Symbols: kappa inverse decay length, m electron mass, E0 = hbar^2 kappa^2/(2m),
T0 = m/(hbar kappa^2), theta = t/T0, D = true minus frozen wavefunction.
All lengths and times are in SI units unless a name says otherwise.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.special import wofz

hbar, m, eV = const.hbar, const.m_e, const.e
kappa = 1.0e10
nm, attosec = 1e-9, 1e-18
E0 = hbar**2 * kappa**2 / (2 * m)
T0 = m / (hbar * kappa**2)


def frozen(x, t):
    return np.sqrt(kappa) * np.exp(-kappa * np.abs(x) + 1j * E0 * t / hbar)


def difference(x, t):
    """Closed form of D, written with the scaled error function w(z)."""
    x = np.abs(x)
    s = hbar * t / (2 * m)
    root = np.exp(1j * np.pi / 4) * np.sqrt(s)
    wave = np.exp(1j * x**2 / (4 * s))
    plus = wofz(1j * (x / (2 * root) + kappa * root))
    minus = wofz(1j * (x / (2 * root) - kappa * root))
    return 0.5 * np.sqrt(kappa) * wave * (plus - minus)


def released(x, t):
    return frozen(x, t) + difference(x, t)


def density(x, t):
    return np.abs(released(x, t))**2


def phi(k):
    """Momentum amplitude of psi0 (also valid for complex k)."""
    return np.sqrt(kappa / (2 * np.pi)) * 2 * kappa / (k**2 + kappa**2)


# ---- formal series by repeated symbolic differentiation (x kappa = y) ----
y = sp.symbols("y", positive=True)
ORDER = 20


def series_coefficients(state, point):
    """Coefficients of theta^n in psi/psi0 at one point, H -> -(1/2) d2/dy2."""
    f, out = state, []
    for n in range(ORDER + 1):
        ratio = f.subs(y, point) / state.subs(y, point)
        out.append(sp.expand((sp.I / 2)**n * ratio / sp.factorial(n)))
        f = sp.expand(sp.diff(f, y, 2))
    return out


def density_coefficients(c):
    return [sp.expand(sum(c[j] * sp.conjugate(c[p - j]) for j in range(p + 1)))
            for p in range(ORDER + 1)]


cusp_c = series_coefficients(sp.exp(-y), 2)
cusp_n = density_coefficients(cusp_c)
assert cusp_n[0] == 1 and all(c == 0 for c in cusp_n[1:])
gauss_n = [float(sp.re(c)) for c in
           density_coefficients(series_coefficients(sp.exp(-y**2 / 2), 0))]
assert abs(gauss_n[2]) > 0.1

x_p, t_p = 0.2 * nm, 400 * attosec
c_num = np.array([complex(c) for c in cusp_c])
powers = (t_p / T0)**np.arange(ORDER + 1)
partial = np.abs(np.cumsum(c_num * powers))**2 * kappa * np.exp(-2 * kappa * x_p)
n_frozen_p = kappa * np.exp(-2 * kappa * x_p)
assert abs(partial[-1] / n_frozen_p - 1) < 1e-8
assert abs(density(x_p, t_p) / n_frozen_p - 1) > 0.5

# ---- delta term of H psi0, tested against a smooth function ----
u = np.linspace(-12, 12, 24001)
chi = np.exp(-(u - 0.7)**2)
chi_xx = kappa**2 * (4 * (u - 0.7)**2 - 2) * chi
psi0_u = frozen(u / kappa, 0).real
weak = simpson(-hbar**2 / (2 * m) * chi_xx * psi0_u, x=u / kappa)
regular = -E0 * simpson(chi * psi0_u, x=u / kappa)
delta_term = hbar**2 * kappa / m * np.sqrt(kappa) * np.exp(-0.49)
assert abs(weak - regular - delta_term) < 1e-7 * delta_term

# ---- momentum amplitude, mean energy, divergence of the norm of H psi0 ----
for q in (0.0, 0.8, 3.0):
    v = quad(lambda a: np.exp(-a) * np.cos(q * a), 0, 50, limit=200)[0]
    ft = 2 * v / np.sqrt(2 * np.pi * kappa)
    assert abs(ft / phi(q * kappa) - 1) < 1e-7
mean_T = quad(lambda q: 2 * kappa * phi(q * kappa)**2 * q**2, 0, np.inf)[0] * E0
assert abs(mean_T / E0 - 1) < 1e-7
xr = np.linspace(0, 40, 40001) / kappa
h = 1e-3 / kappa
right = lambda x: np.sqrt(kappa) * np.exp(-kappa * x)
curv = (right(xr + h) - 2 * right(xr) + right(xr - h)) / h**2
point_T = 2 * simpson(right(xr) * (-hbar**2 / (2 * m)) * curv, x=xr)
assert abs(point_T / E0 + 1) < 1e-5


def rms_H(cut):
    q = np.linspace(0, cut, 200001)
    return E0 * np.sqrt(simpson(2 * kappa * phi(q * kappa)**2 * q**4, x=q))


rms_1, rms_4 = rms_H(1000), rms_H(4000)
assert abs(rms_4 / rms_1 - 2) < 0.01

# ---- closed solution against the momentum integral on a rotated contour ----
turn = np.exp(-1j * np.pi / 4)
qs = np.linspace(-40, 40, 8001)
kc = kappa * qs * turn
worst_fourier = 0.0
for t in (100 * attosec, 400 * attosec):
    for x in (0.0, 0.1 * nm, 0.2 * nm, 0.3 * nm):
        f = phi(kc) * np.exp(1j * kc * x - 1j * hbar * kc**2 * t / (2 * m))
        val = np.sum(f) * (qs[1] - qs[0]) * kappa * turn / np.sqrt(2 * np.pi)
        err = abs(val - released(x, t)) / np.sqrt(kappa)
        worst_fourier = max(worst_fourier, err)
assert worst_fourier < 1e-9


# ---- D against the time integral over the delta source ----
def source_integral(x, t):
    """Inverse elapsed time 1/t + i v as variable makes the integrand decay."""
    r = np.linspace(0, 45, 20001)
    scale = 2 * hbar / (m * x**2)
    inv = 1 / t + 1j * scale * r
    g = inv**(-1.5) * np.exp(-r - 1j * E0 / (hbar * inv))
    integral = 1j * scale * simpson(g, x=r) * np.exp(1j * m * x**2 / (2 * hbar * t))
    front = -1j * hbar * kappa**1.5 / m * np.sqrt(m / (2j * np.pi * hbar))
    return front * np.exp(1j * E0 * t / hbar) * integral


for x, t in ((0.1, 1), (0.2, 1), (0.2, 50), (0.3, 400)):
    a, b = source_integral(x * nm, t * attosec), difference(x * nm, t * attosec)
    assert abs(a / b - 1) < 1e-6

# ---- early oscillating change at a fixed point ----
ts = np.linspace(0.9, 1.1, 2001) * attosec
th = ts / T0
a_p = kappa * x_p
env = 2 * kappa * np.sqrt(2 / np.pi) * th**1.5 * np.exp(-a_p) / a_p**2
law = env * np.cos(a_p**2 / (2 * th) - np.pi / 4 - th / 2)
change = density(x_p, ts) - n_frozen_p
osc_error = np.max(np.abs(change - law) / env)
assert osc_error < 0.02

# ---- its rate of change grows without bound as t -> 0 ----
x_r = 0.1 * nm
rates = []
for theta in (1e-3, 1e-4):
    period = 4 * np.pi * theta**2 / (kappa * x_r)**2
    grid = (theta + period * np.linspace(-0.5, 0.5, 801)) * T0
    rate = np.max(np.abs(np.gradient(density(x_r, grid), grid)))
    rate_law = kappa * np.sqrt(2 / np.pi) * np.exp(-kappa * x_r) / np.sqrt(theta) / T0
    assert abs(rate / rate_law - 1) < 0.02
    rates.append((theta * T0, rate, rate_law))

# ---- window average away from the cusp: t^3 law ----
centre, width = 0.3 * nm, 0.03 * nm
xw = centre + width * np.linspace(-8, 8, 16001)
g = np.exp(-(xw - centre)**2 / (2 * width**2))
g /= g.sum()
window = []
for t in (1 * attosec, 2 * attosec):
    got = np.sum(g * (density(xw, t) - np.abs(frozen(xw, t))**2))
    want = np.sum(g * 2 * kappa * (t / T0)**3 / (np.pi * (kappa * xw)**4))
    ballistic = np.sum(g * m / (hbar * t) * phi(m * xw / (hbar * t))**2)
    D = difference(xw, t)
    assert abs(np.sum(g * D)) < 1e-9 * np.sqrt(np.sum(g * np.abs(D)**2))
    assert abs(got / want - 1) < 0.01 and abs(got / ballistic - 1) < 0.01
    window.append((t, got, want))

# ---- density at the cusp: early square root and late decay ----
t_s = 1e-6 * T0
drop = 1 - density(0.0, t_s) / kappa
assert abs(drop / (2 * np.sqrt(1e-6 / np.pi)) - 1) < 5e-3
t_l = 1e4 * T0
assert abs(density(0.0, t_l) / (2 * kappa / (np.pi * 1e4)) - 1) < 1e-3

# ---- norm, width and escaped probability ----
near = np.linspace(0, 40, 40001) / kappa
far = np.geomspace(40, 4e5, 20001) / kappa
inner = np.linspace(0, 0.5 * nm, 10001)
table = []
for t_as in (50, 100, 200, 400):
    t = t_as * attosec
    n1, n2 = density(near, t), density(far, t)
    norm = 2 * (simpson(n1, x=near) + simpson(n2 * far, x=np.log(far)))
    x2 = 2 * (simpson(n1 * near**2, x=near) + simpson(n2 * far**3, x=np.log(far)))
    x2_law = 1 / (2 * kappa**2) + (hbar * kappa * t / m)**2
    assert abs(norm - 1) < 1e-6 and abs(x2 / x2_law - 1) < 2e-4
    outside = 1 - 2 * simpson(density(inner, t), x=inner)
    table.append((t_as, density(0.0, t) * nm, density(x_p, t) * nm,
                  np.sqrt(x2) / nm, outside))
widths = [row[3] for row in table]
assert all(b > a for a, b in zip(widths, widths[1:]))

# ---- smooth contrast state exp(-kappa^2 x^2/2) at x = 0 ----
qg = np.linspace(-12, 12, 24001)
contrast = []
for theta in (0.5, 1.5):
    amp = simpson(np.exp(-qg**2 * (1 + 1j * theta) / 2), x=qg) / np.sqrt(2 * np.pi)
    true = abs(amp)**2
    assert abs(true - 1 / np.sqrt(1 + theta**2)) < 1e-9
    sums = np.cumsum(np.array(gauss_n) * theta**np.arange(ORDER + 1))
    contrast.append((theta, true, sums[10], sums[20]))
assert abs(contrast[0][3] - contrast[0][1]) < 1e-6
assert abs(contrast[1][3]) > abs(contrast[1][2]) > 2

# ---- printed numbers ----
print(f"kappa = {kappa:.3e} 1/m, decay length = {1/kappa/nm:.3f} nm")
print(f"well strength = {hbar**2*kappa/m/eV/nm:.4f} eV nm")
print(f"E0 = {E0/eV:.4f} eV = {E0:.4e} J")
print(f"T0 = {T0/attosec:.3f} as")
print(f"mean energy after release, true = {mean_T/eV:.4f} eV")
print(f"mean energy, pointwise H psi0 = {point_T/eV:.4f} eV")
print(f"norm of H psi0, cutoff 1000 kappa = {rms_1/eV:.1f} eV")
print(f"norm of H psi0, cutoff 4000 kappa = {rms_4/eV:.1f} eV")
print("Series density at x = 0.2 nm, t = 400 as:")
for n in (0, 2, 4, 8, 12, 20):
    print(f"  wavefunction to order {n:2d}: {partial[n]*nm:.6f} 1/nm")
print(f"  frozen density: {n_frozen_p*nm:.6f} 1/nm")
print(f"  true density:   {density(x_p, t_p)*nm:.6f} 1/nm")
print("t/as, n(0) 1/nm, n(0.2 nm) 1/nm, rms x nm, P(|x|>0.5 nm)")
print(f"  frozen {kappa*nm:.4f} {n_frozen_p*nm:.4f} "
      f"{1/np.sqrt(2)/kappa/nm:.4f} {np.exp(-2*kappa*0.5*nm):.3e}")
for row in table:
    print("  %4d   %.4f %.4f %.4f %.4e" % row)
print(f"x = 0.2 nm, t = 1 as: change = {change[1000]*nm:.4e} 1/nm")
print(f"  early law = {law[1000]*nm:.4e}, envelope = {env[1000]*nm:.4e} 1/nm")
print(f"  largest error/envelope, 0.9 to 1.1 as = {osc_error:.4f}")
print("Peak |dn/dt| at x = 0.1 nm, in 1/(nm as):")
for t, r, l in rates:
    print(f"  t = {t/attosec:.5f} as: {r*nm*attosec:.4f}, law {l*nm*attosec:.4f}")
print("Window-averaged change, centre 0.3 nm, width 0.03 nm:")
for t, got, want in window:
    print(f"  t = {t/attosec:.0f} as: {got*nm:.4e}, t^3 law {want*nm:.4e} 1/nm")
print(f"ratio of the two averages = {window[1][1]/window[0][1]:.4f}")
print(f"n(0) relative drop at theta = 1e-6: {drop:.4e}")
print("Gaussian n(0,t)/n(0,0): theta, true, order 10, order 20")
for row in contrast:
    print("  %.1f  %.6f  %.6f  %.6f" % row)
print(f"largest Fourier mismatch / sqrt(kappa) = {worst_fourier:.1e}")
print("success")
```

Running it gives:

```
kappa = 1.000e+10 1/m, decay length = 0.100 nm
well strength = 0.7620 eV nm
E0 = 3.8100 eV = 6.1043e-19 J
T0 = 86.380 as
mean energy after release, true = 3.8100 eV
mean energy, pointwise H psi0 = -3.8100 eV
norm of H psi0, cutoff 1000 kappa = 135.8 eV
norm of H psi0, cutoff 4000 kappa = 271.8 eV
Series density at x = 0.2 nm, t = 400 as:
  wavefunction to order  0: 0.183156 1/nm
  wavefunction to order  2: 1.499080 1/nm
  wavefunction to order  4: 0.053866 1/nm
  wavefunction to order  8: 0.181518 1/nm
  wavefunction to order 12: 0.183154 1/nm
  wavefunction to order 20: 0.183156 1/nm
  frozen density: 0.183156 1/nm
  true density:   0.983150 1/nm
t/as, n(0) 1/nm, n(0.2 nm) 1/nm, rms x nm, P(|x|>0.5 nm)
  frozen 10.0000 0.1832 0.0707 4.540e-05
    50   4.3211 0.1420 0.0914 6.4903e-04
   100   3.1259 0.8972 0.1357 4.8333e-03
   200   2.0464 1.2163 0.2421 3.2197e-02
   400   1.2093 0.9832 0.4684 1.6190e-01
x = 0.2 nm, t = 1 as: change = -4.5438e-04 1/nm
  early law = -4.5933e-04, envelope = 6.7251e-04 1/nm
  largest error/envelope, 0.9 to 1.1 as = 0.0104
Peak |dn/dt| at x = 0.1 nm, in 1/(nm as):
  t = 0.08638 as: 1.0766, law 1.0746
  t = 0.00864 as: 3.3982, law 3.3981
Window-averaged change, centre 0.3 nm, width 0.03 nm:
  t = 1 as: 1.3559e-07, t^3 law 1.3560e-07 1/nm
  t = 2 as: 1.0844e-06, t^3 law 1.0848e-06 1/nm
ratio of the two averages = 7.9981
n(0) relative drop at theta = 1e-6: 1.1277e-03
Gaussian n(0,t)/n(0,0): theta, true, order 10, order 20
  0.5  0.894427  0.894382  0.894427
  1.5  0.554700  -8.969234  399.934292
largest Fourier mismatch / sqrt(kappa) = 1.1e-13
success
```
